# A positive-ion flux factor for electronegative plasmas, measured against drift-diffusion solutions

A volume-averaged discharge model must be told how fast positive ions reach the walls. It writes the wall flux as $h\,n_{+0}u_B$, with $n_{+0}$ the central positive-ion density and $u_B$ the Bohm speed. The practical decision is which $h$ to code. For an oxygen-like plasma at 40 mTorr with five negative ions per electron at the centre, the two-region formula gives $h=0.0225$, while the drift-diffusion equations give $0.0500$. The first choice loses fewer than half as many ions to the wall at the same density, and so misjudges the power needed to sustain it.

## The slab

Take a plane plasma of half-width $l$, with $x$ measured from the centre in units of $l$. Electrons are in Boltzmann equilibrium at temperature $T_e$. Positive and negative ions are singly charged, share the temperature $T_i$ and have the same constant diffusivity $D$. Set $\gamma=T_e/T_i$. Densities are in units of the central electron density $n_{e0}$ and fluxes in units of $Dn_{e0}/l$. Write $n$ for electrons, $m$ for negative ions and, by quasineutrality, $p=n+m$ for positive ions. The central electronegativity is $\alpha=m(0)$.

The Boltzmann relation gives the field $E\propto-\gamma n'/n$, so diffusion plus drift reads

$$\Gamma_+=-p'-\gamma p\,\frac{n'}{n},\qquad \Gamma_-=-m'+\gamma m\,\frac{n'}{n}.$$

Adding these, with $p-m=n$, and then subtracting them gives

$$\Gamma_++\Gamma_-=-P',\quad P=(1+\gamma)n+2m,$$
$$\Gamma_e=\Gamma_+-\Gamma_-=-\left(1+\gamma+2\gamma\frac mn\right)n'.$$

$P$ is the total pressure in units of $n_{e0}T_i$. Ionization (scaled frequency $\nu_i$), attachment ($A$) and mutual recombination ($K$) supply the sources:

$$\Gamma_+'=\nu_i n-Kpm,\quad \Gamma_-'=An-Kpm,\quad \Gamma_e'=Nn,\quad N=\nu_i-A.$$

Here $A=\nu_a l^2/D$, with $\nu_a$ the attachment frequency, and $K=k_{rec}n_{e0}l^2/D$. At the sheath edge $\Gamma_-(1)=0$ and $\Gamma_+(1)=B\,p(1)$, with $B=u_Bl/D$.

Let $G=\Gamma_+(1)$ and $g=G/B$, the flux relative to $n_{e0}u_B$. Then $h=g/(1+\alpha)$. If hardly any negative ions reach the edge, $n(1)=g$. The formula below assumes this, so it requires $g<1$.

The hand example has $l=5$ cm, ions and gas at 600 K, $T_e=3$ eV and 40 mTorr. With $D=2421.6$ cm²/s, $u_B=3.0076\times10^5$ cm/s and $\nu_a=1.9313\times10^4$ s⁻¹,

$$B=\frac{3.0076\times10^5\times5}{2421.6}=621.0,\qquad A=\frac{1.9313\times10^4\times25}{2421.6}=199.4,$$

and $\gamma=58.02$, $\alpha=5$.

## First part: weak recombination

**No negative ions.** With $m=0$, $\Gamma_e=-(1+\gamma)n'$ and $\Gamma_e'=Nn$ give $n=\cos\theta x$. The edge condition $(1+\gamma)\theta\sin\theta=B\cos\theta$ becomes

$$\theta\tan\theta=\frac{B}{1+\gamma},\qquad h_{ep}=\cos\theta .$$

Here the right side is $621.0/59.02=10.52$, so $\theta=1.435$ and $h_{ep}=0.1352$.

**Two regions.** If attachment and recombination are weak, $\Gamma_-=0$ and the negative ions follow $m=\alpha n^\gamma$. Because $\gamma$ is large, they collect where $n$ is near its maximum, and an electropositive region surrounds them. If also $2\alpha\ll1+\gamma$, their pressure hardly changes the electron profile. The flux stays $h_{ep}n_{e0}u_B$, so $h=h_{ep}/(1+\alpha)$. In the example this is $0.1352/6=0.0225$.

**Parabolic core.** Let $\alpha$ instead be so large that the core fills the gap. From $\Gamma_-=0$, $n'/n=m'/(\gamma m)$, so $n\approx1$ until $m$ becomes small. Then $\Gamma_+=Nx=-2m'$. With $m(1)\approx0$,

$$m=\alpha(1-x^2),\qquad N=4\alpha,\qquad G=4\alpha .$$

This contributes $4\alpha/B=20/621.0=0.0322$.

**Joining them.** With $\Gamma_-=0$, $-P'=N\int_0^x n\,dx'$. A second integration gives

$$P(0)-P(1)=N\int_0^1(1-x)n\,dx .$$

Since $G=N\int_0^1n\,dx$, and the pressure drop is $(1+\gamma)(1-g)+2\alpha$,

$$g=\frac sB\left[(1+\gamma)(1-g)+2\alpha\right],\qquad s=\frac{\int_0^1 n\,dx}{\int_0^1(1-x)n\,dx}.$$

The electron and negative-ion pressures add. The factor $s$ is 2 for flat $n$ and falls to $\pi/2$ for a full cosine. I use the electropositive value in the electron term, where $s(1+\gamma)/B=X=h_{ep}/(1-h_{ep})$, and 2 in the core term. Then $g=X(1-g)+4\alpha/B$. Solving for $g$, with $1/(1+X)=1-h_{ep}$, gives

$$W=h_{ep}+(1-h_{ep})\frac{4\alpha}{B}.$$

In the example $W=0.1352+0.8648\times0.0322=0.1630$.

## Second part: a core flattened by recombination

When recombination is fast, the core is flat and local balance there requires $K\alpha(1+\alpha)=A$. Density falls in a layer near the edge. If the layer is thin compared with the gap, $N\ll A$, and the summed continuity equation is

$$-P''=2(An-Kpm).$$

Multiply by $P'$ and integrate from the flat core, where $P'=0$, to the edge, where $-P'=G$:

$$G^2=4\int_{edge}^{core}(An-Kpm)\left[(1+\gamma)\,dn+2\,dm\right].$$

The integral needs the path in the $(n,m)$ plane. Going inward, I let $n$ rise first from $g$ to 1 with $m\approx0$, and then $m$ rise to $\alpha$ with $n=1$.

For $\alpha\gg\gamma$ this holds because $n'/n$ is of order $m'/(\gamma m)$, so $n$ stays near 1 until $m$ is small. For $1\ll\alpha\ll\gamma$, negative ions mainly drift. With $r=m/n$ and $\Gamma_e\approx G$ through the layer, $\Gamma_-\approx-Gr/(1+2r)$ and $n'\approx-G/[\gamma(1+2r)]$. Neglecting recombination inside the layer, and integrating from the edge, where $\Gamma_-=0$ gives $r=0$ and $n$ is taken as small, $\Gamma_-'=An$ becomes

$$\frac{dr}{dn}=\frac{\gamma An(1+2r)^3}{G^2}\ \Rightarrow\ \frac14\left[1-\frac1{(1+2r)^2}\right]=\frac{\gamma An^2}{2G^2}.$$

Large $r$ at $n=1$ requires $G^2=2\gamma A$. Then $(1+2r)^{-2}=1-n^2$, and $r$ is still only about 0.65 at $n=0.9$. Electrons do rise first.

The first leg of the path contributes $(1+\gamma)A(1-g^2)/2$ to the integral. The second, with $K=A/[\alpha(1+\alpha)]$, contributes

$$2\left[A\alpha-K\left(\frac{\alpha^2}2+\frac{\alpha^3}3\right)\right]=\frac{A\alpha(1+4\alpha/3)}{1+\alpha}.$$

Multiply both by 4, divide by $B^2$ and define

$$q_e=\frac{2A(1+\gamma)}{B^2},\qquad q_i=\frac{4A\alpha(1+4\alpha/3)}{(1+\alpha)B^2}.$$

Then $g^2=q_e(1-g^2)+q_i$. Calling this value of $g$ the front flux $F$,

$$F=\sqrt{\frac{q_e+q_i}{1+q_e}}.$$

For $\alpha\gg\gamma$, away from Bohm saturation, $G^2=16A\alpha/3$. In ordinary units this is $\Gamma_+=4\sqrt{k_{rec}Dn_0^3/3}$, with $n_0$ the core ion density. For $1\ll\alpha\ll\gamma$ it is $\Gamma_+=n_{e0}\sqrt{2\gamma D\nu_a}$.

In the example $q_e=0.0610$ and $q_i=0.0132$, so $F=\sqrt{0.0742/1.0610}=0.2645$.

## Third part: a ceiling

The front law assumes that electrons stay flat up to the layer. In a thick or weakly electronegative plasma they sag, because $\Gamma_e$ needs a gradient throughout the core. The extreme case is local balance at every point, $Kpm=An$. Since $pm=n^2r(1+r)$,

$$r(1+r)=\frac{\alpha(1+\alpha)}n,\qquad 1+2r=\sqrt{1+\frac an},\qquad a=4\alpha(1+\alpha).$$

For $\gamma\gg1$, $\Gamma_e\approx-(1+\gamma)(1+2r)n'$. Integrating the factor $1+2r$ over density, with the substitution $n=a\sinh^2t$, gives

$$S=\int_0^1\sqrt{1+\frac an}\,dn=1+2\alpha+a\,\mathrm{arcsinh}\frac1{\sqrt a}.$$

For $\alpha\gg1$ the integral up to density $n$ is $Sw$ with $w=\sqrt n$. The electron balance is then $-(1+\gamma)Sw''=Nw^2$. Multiplying by $w'$ and integrating from the centre gives $w'^2=b^2(1-w^3)$, with $b^2=2N/[3(1+\gamma)S]$. Requiring $w(1)=0$ fixes

$$b=c=\int_0^1\frac{dw}{\sqrt{1-w^3}}=1.402,\qquad G=c(1+\gamma)S.$$

I keep this $c$ at every $\alpha$, although the electropositive value is $\pi/2$. The part $W$ already contains the electropositive flux, so I subtract it in squares:

$$C=\frac{c(1+\gamma)}B\sqrt{S^2-1}.$$

This vanishes as $\alpha\to0$. In the example $a=120$, $S=21.94$ and $C=2.92$. A value above 1 is not an attainable flux; it says that sag limits the front only weakly here. Through the join below, it lowers $h$ by 6 %.

## The general formula

$$\boxed{h=\frac{\sqrt{W^2+R^2}}{1+\alpha},\qquad R=\frac{FC}{F+C}}$$

The two joins are heuristic choices. For the example, $R=0.2645\times2.921/3.185=0.2426$ and

$$h=\frac{\sqrt{0.1630^2+0.2426^2}}6=0.0487,$$

which is 2.5 % below the drift-diffusion value.

To evaluate it in general:

1. Form $\gamma$, $A$, $B$ and $\alpha$.
2. Find $\theta$ between 0 and $\pi/2$ by bisection, then $h_{ep}$ and $W$.
3. Evaluate $F$, $S$, $C$ and $R$, then $h$.
4. Reject the result if $(1+\alpha)h\ge1$. Since $n(1)\le1$, negative ions would then have to be present at the sheath edge, which the derivation excludes.

The square-root join can be judged separately in a core with uniform electrons and $m\gg n$. There $m''=Km^2-\sigma$, with $\sigma$ a constant source. Put $m=\alpha y$ and $\sigma=zK\alpha^2$. One integration gives

$$y'^2=2K\alpha\left[z(1-y)-\frac{1-y^3}3\right],$$

so the squared edge slope is $2K\alpha(z-1/3)$. Written with this $K$, the join replaces it by $4+4K\alpha/3$. The condition that $y$ falls from 1 to 0 across the half gap links $K\alpha$ to $z$. Scanning $z-1$ from $10^{-3}$ to $10^3$, this join overestimates the flux by at most 10.6 %. The boxed formula has $A$ in place of $K\alpha^2$. Since $\Gamma_-$ vanishes at both ends, $A=K\alpha^2\int_0^1y^2dx<K\alpha^2$, so its join gives a smaller flux. Over the same scan the join written with $A$ does not overestimate; it underestimates the flux in this core by at most 5.8 %.

## The reference solution

The expressions for $\Gamma_e$ and $\Gamma_-$, solved for the slopes, give four first-order equations:

$$n'=-\frac{n\Gamma_e}{(1+\gamma)n+2\gamma m},\qquad m'=-\Gamma_-+\gamma m\frac{n'}n,$$
$$\Gamma_e'=Nn,\qquad \Gamma_-'=An-K(n+m)m.$$

The conditions are $n(0)=1$, $m(0)=\alpha$, $\Gamma_e(0)=\Gamma_-(0)=0$, $\Gamma_-(1)=0$ and $\Gamma_e(1)=B[n(1)+m(1)]$. Six conditions fix four functions and the two unknown constants $N$ and $K$. Collocation solves the problem. Starting from a cosine at $\alpha=10^{-3}$, each solution serves as the guess for the next parameter set.

In the worked case, fluxes rebuilt by finite differences from their definitions agree with the integrated sources to $8\times10^{-6}$ of the largest integrated positive-ion source, for $0.02<x<0.95$.

Separate solutions test the limiting laws:

| limit | $\gamma,\ A,\ B,\ \alpha$ | solution / law |
|---|---|---|
| electropositive | 58, 49.8, 310.5, 0.001 | 1.003 |
| parabolic | 50, 5, 2×10⁴, 500 | 1.030 |
| flattened, $\alpha\gg\gamma$ | 50, 5×10⁴, 2×10⁵, 500 | 0.986 |
| flattened, $\alpha\ll\gamma$ | 400, 4000, 4×10⁴, 10 | 1.088 |
| local balance | 50, 3×10⁵, 10⁵, 1 | 0.832 |

In the last row the solution lies 17 % below the law, mainly because this case has not reached the limit: an edge layer without local balance remains and shrinks only slowly as $A$ grows. The ratio rises to 0.90 at $A=3\times10^6$, $B=10^6$ and to 0.94 at $A=3\times10^7$, $B=3\times10^6$. Exact local balance at $\gamma=50$, $\alpha=1$ lies only 1.3 % below the law.

## Error over pressure and electronegativity

The gap, temperatures and rate coefficients are held fixed. Entries are the error of the heuristic $h$ relative to the drift-diffusion $h$, in per cent.

| mTorr | α = 0.5 | 1.5 | 5 | 15 | 50 |
|---|---|---|---|---|---|
| 20 | +2.4 | +0.9 | +1.0 | +2.1 | +3.4 |
| 40 | +3.0 | −0.7 | −2.5 | −1.9 | +0.3 |
| 80 | +7.0 | +2.5 | −1.7 | −3.3 | −3.0 |
| 160 | +11.7 | +8.5 | +2.8 | −1.0 | −3.0 |

The root-mean-square error is 4.2 %, against 63.5 % for the two-region formula alone. The two-region formula is low at every point of the map, by 21 % at best and 92 % at worst.

The heuristic is worst at high pressure and low $\alpha$, where the error still grows with pressure, so the map gives no licence to extrapolate that way. The ceiling matters most in this corner. At 160 mTorr and $\alpha=0.5$, leaving it out would give $h\approx0.16$ instead of 0.058; the solution is 0.052. The excess that remains has the same sign as the finite-$A$ excess of the local-balance law in the limit table. That the two share a cause is a conjecture.

At the opposite corner, 20 mTorr and $\alpha=50$, the edge electron density is 0.82 of the central value, the largest on the map. A larger $\alpha$ at this pressure soon violates $g<1$.

## Reading the worked case as a discharge

The eigenvalue $K$ fixes the density: with $k_{rec}=10^{-7}$ cm³/s, $n_{e0}=9.5\times10^9$ cm⁻³ and $n_{+0}=5.69\times10^{10}$ cm⁻³. Electronegativity and density are therefore not independent at given pressure and rates. The wall flux from the drift-diffusion solution is

$$0.04996\times5.688\times10^{10}\times3.0076\times10^5=8.55\times10^{14}\ \text{cm}^{-2}\text{s}^{-1},$$

or 0.137 mA/cm².

At the centre, recombination removes negative ions at $5.7\times10^3$ s⁻¹ each, while attachment supplies only $\nu_a/\alpha=3.9\times10^3$ s⁻¹ per ion. The difference is an inward flow of negative ions made farther out. The core balance $K\alpha(1+\alpha)=A$ assumed for $F$ is therefore off by a factor of about 1.5 here. The thin-layer condition $N\ll A$ fails too, since $N=1.06A$. The close agreement in this case is thus an empirical success of the joined formula, not a consequence of the derivation of $F$.

The gap, pressure and temperatures are rough values for an oxygen processing plasma, and the rate coefficients are rough too. The steady state requires an ionization coefficient of $6\times10^{-11}$ cm³/s. The electron temperature was prescribed, not found from this requirement; a self-consistent discharge would settle at the temperature that supplies the coefficient, and the resulting shift in $h$ is not computed here. Real oxygen also loses negative ions by detachment on atoms. With 1 % atoms and a detachment coefficient of $2\times10^{-10}$ cm³/s, $h$ at fixed $\alpha$ falls from 0.0500 to 0.0476, or 5 %, while $K$, and with it the density, falls by 21 %. Strongly dissociated oxygen can hold ten times more atoms. Detachment would then exceed the recombination rate found here, and $F$ and $C$ would need a new derivation. In this model $K$ already reaches zero near 5 % atoms, so $\alpha=5$ cannot be sustained beyond that. Detachment on singlet metastable molecules, also important in real oxygen, is not included. Making negative ions 1.5 times as mobile as positive ones lowers $h$ by 4 %.

The constant $D$ is a further limit. The Bohm speed is nearly five times the mean thermal speed of the ions, and where charge exchange dominates, ions drifting that fast collide more often. As a rough measure, scaling the positive-ion collision rate by $\sqrt{1+Mu^2/3kT_i}$, with $M$ the ion mass and $u$ the drift speed, lowers $h$ in the worked case from 0.0500 to 0.0397. This 21 % shift exceeds every error in the map.

The reference also omits ion inertia. An ion at the Bohm speed travels 0.09 of the half gap per collision time. Evaluated on the worked solution, the inertial term is 1 % of ion friction at $x=0.5$, but about a quarter at $x=0.8$, half at $x=0.95$ and equal to it at the edge, so the omission matters over the outer fifth of the half gap. The ion speed is 0.79 of the local sound speed at $x=0.8$ and 0.98 at $x=0.98$, and exceeds it by up to 2 % in the last 1 % of the half gap. Electron friction at the wall flux is 0.3 % of the pressure scale $n_{e0}T_e/l$. In the core, where the electron gradient is weaker, it reaches about 1 % of the local pressure force. This still supports the Boltzmann relation, and the central Debye length of 0.013 cm supports quasineutrality in the bulk. The percentages in the map measure the heuristic against this fluid model, not against a measured discharge. The numerical output lists the values of $h$ behind them.

## Calculated quantities

```
half gap 5.0 cm; gas and ions 600 K; Te 3.0 eV
coefficients cm^3/s: attachment 3.0e-11, recombination 1.0e-07
ion-gas momentum transfer 1.0e-09 cm^3/s; ion mass 32 u
gamma = Te/Ti 58.02; Bohm speed 3.0076e+05 cm/s
LIMITS, numerical flux / limiting law (dimensionless)
electropositive 1.0028; parabolic 1.0299
diffusive flattened 0.9857; drift flattened 1.0882
locally balanced 0.8317; sag constant c 1.40218
largest core-join error 10.62 %
MAP, columns alpha = 0.5 1.5 5 15 50
20 mTorr: A 49.8, B 310.5 (dimensionless)
  h numerical  0.20474 0.13487 0.06388 0.03028 0.01607
  h heuristic  0.20973 0.13603 0.06450 0.03091 0.01662
  error %      +2.4 +0.9 +1.0 +2.1 +3.4
  two-region % -20.5 -27.6 -36.3 -49.6 -70.2
40 mTorr: A 199.4, B 621.0 (dimensionless)
  h numerical  0.13655 0.09894 0.04996 0.02357 0.01160
  h heuristic  0.14059 0.09829 0.04871 0.02313 0.01164
  error %      +3.0 -0.7 -2.5 -1.9 +0.3
  two-region % -34.0 -45.4 -54.9 -64.2 -77.1
80 mTorr: A 797.5, B 1242.0 (dimensionless)
  h numerical  0.08680 0.07160 0.04067 0.02007 0.00957
  h heuristic  0.09289 0.07340 0.03999 0.01941 0.00928
  error %      +7.0 +2.5 -1.7 -3.3 -3.0
  two-region % -45.4 -60.3 -70.9 -77.9 -85.4
160 mTorr: A 3190.1, B 2483.9 (dimensionless)
  h numerical  0.05202 0.04875 0.03229 0.01741 0.00853
  h heuristic  0.05811 0.05288 0.03319 0.01724 0.00827
  error %      +11.7 +8.5 +2.8 -1.0 -3.0
  two-region % -53.3 -70.1 -81.2 -86.9 -91.6
heuristic: worst error 11.7 %, rms 4.2 %
two-region alone: rms error 63.5 %
largest edge/centre electron density 0.820
WORKED CASE 40 mTorr, alpha 5
gas density 6.4377e+14 cm^-3; ion diffusivity 2421.6 cm^2/s
attachment frequency 1.9313e+04 1/s; A 199.38; B 620.98
h_ep 0.13516; parabolic 4 alpha/B 0.03221; W 0.16302
F 0.26453; C 2.92088; R 0.24256
h heuristic 0.04871; h numerical 0.04996
solver refinement change 2.5e-09; flux balance error 7.9e-06
n_e(0) 9.480e+09 cm^-3; n_plus(0) 5.688e+10 cm^-3
wall flux 8.546e+14 cm^-2 s^-1 = 0.1369 mA/cm^2
required ionization coefficient 6.167e-11 cm^3/s
NEGLECTED EFFECTS in the worked case
detachment: 2.0e-10 cm^3/s, atom fraction 1.0 %
detachment 1.288e+03 1/s; recombination 5.688e+03 1/s
h with detachment at the same alpha 0.04763
h with D_minus/D_plus = 1.5 0.04792
ion path at Bohm speed / half gap 0.0934
peak ion speed / local sound speed 0.98 at x/l = 0.980
electron friction / pressure force 2.75e-03
central Debye length 0.0132 cm
```
